# Form birefringence of a fine two-material lamellar stack, part 2

A periodic stack of two isotropic, non-magnetic materials acts on light as a uniaxial medium when its period is short. We now ask how this result changes for less ideal stacks, and what an ellipsometer sees.

The layer normal is $z$ and the period is $P$. Material $j=1,2$ has relative permittivity $\varepsilon_j=n_j^2$; the volume fractions are $f$ and $1-f$. Angle brackets denote averages over a period. The time factor is $e^{-i\omega t}$, $k_0=\omega/c=2\pi/\lambda$, $\mathbf D=\varepsilon\mathbf E$ (in units of $\epsilon_0$) and $\mathbf h=\mu_0c\,\mathbf H$. Light travels in the $xz$ plane, with wavenumbers $qk_0$ along $x$ and $Kk_0$ along $z$. The s wave has $\mathbf E$ along $y$, the p wave has $\mathbf h$ along $y$.

At fixed $q$, the tangential fields and $D_z$ hardly vary over a short period and can be taken out of the averages. For $k_0P\to0$ this gives

$$\varepsilon_o=\langle\varepsilon\rangle,\qquad \frac1{\varepsilon_e}=\left\langle\frac1\varepsilon\right\rangle,\qquad \varepsilon_o-\varepsilon_e=\frac{f(1-f)(\varepsilon_1-\varepsilon_2)^2}{N},\qquad N=f\varepsilon_2+(1-f)\varepsilon_1 .$$

For positive permittivities $N>0$, so $\varepsilon_e\le\varepsilon_o$. Along the layers ($K=0$), the s wave has the ordinary index $n_o=\sqrt{\varepsilon_o}$ and the p wave the extraordinary index $n_e=\sqrt{\varepsilon_e}$. The birefringence is $n_e-n_o$.

The s fields obey

$$\partial_zE_y=-ik_0h_x,\qquad \partial_zh_x=-ik_0(\varepsilon-q^2)E_y. \tag{s}$$

With $\psi=(E_y,-ih_x)$ for s and $\psi=(h_y,iE_x)$ for p,

$$\partial_z\psi=k_0A\psi,\qquad A=\begin{pmatrix}0&g\\-h&0\end{pmatrix},$$

with $g=1,\ h=\varepsilon-q^2$ for s, and $g=\varepsilon,\ h=1-q^2/\varepsilon$ for p. In layer $j$ these are $A_j,g_j,h_j$, and a thickness $d$ carries $\psi$ forward by $e^{k_0dA_j}$. "Full solution" means solving layer by layer without averaging. For thin layers

$$K^2=\langle g\rangle\langle h\rangle .$$

The example has $n_1=1.5$, $n_2=2.2$, $\varepsilon_1=2.25$, $\varepsilon_2=4.84$, two 10 nm layers per period ($f=0.5$, $P=20$ nm) and $\lambda=633$ nm, so $k_0P=0.1985$, $n_o=1.8828$, $n_e=1.7527$ and $n_e-n_o=-0.1301$.

### Any positive profile

Real interfaces may be graded. The averaging argument did not use the two-layer shape, so $\varepsilon_o=\langle\varepsilon\rangle$ and $1/\varepsilon_e=\langle1/\varepsilon\rangle$ hold for any positive periodic profile $\varepsilon(z)$. To find the sign, choose two positions $z,z'$ independently in the period and average over both:

$$\left\langle\!\left\langle\frac{[\varepsilon(z)-\varepsilon(z')]^2}{\varepsilon(z)\varepsilon(z')}\right\rangle\!\right\rangle
=\left\langle\!\left\langle\frac{\varepsilon(z)}{\varepsilon(z')}+\frac{\varepsilon(z')}{\varepsilon(z)}-2\right\rangle\!\right\rangle
=2\left(\frac{\varepsilon_o}{\varepsilon_e}-1\right).$$

The left side cannot be negative, so $\varepsilon_e\le\varepsilon_o$ again. Limit: with two sharp layers the positions fall in different materials with probability $2f(1-f)$, and the earlier formula returns.

Let each interface of the example be a linear ramp 2 nm wide. The ramps fill one fifth of the period and leave $\varepsilon_o$ unchanged. On a ramp the mean of $1/\varepsilon$ is $\ln(\varepsilon_2/\varepsilon_1)/(\varepsilon_2-\varepsilon_1)=0.29575$; on the flat parts it is $0.32553$. The total is $0.8\times0.32553+0.2\times0.29575=0.3196$, so $n_e=1.769$ and the birefringence is $-0.114$. Grading has reduced its magnitude by one eighth.

### Layers that are anisotropic themselves

Let a layer have permittivity $\varepsilon_\parallel$ in its plane and $\varepsilon_z$ along the normal. In Maxwell's equations $\varepsilon_\parallel$ multiplies $E_x$ and $E_y$, and $\varepsilon_z$ multiplies $E_z$. The averages become $\varepsilon_o=\langle\varepsilon_\parallel\rangle$ and $1/\varepsilon_e=\langle1/\varepsilon_z\rangle$. These are means of two different functions, and the inequality between them is lost.

If the high-index layer of the example has a normal index larger by 0.02 than its in-plane index, the birefringence moves from $-0.130$ to $-0.125$. To cancel it, $\varepsilon_e$ must equal $3.545$, which needs $1/\varepsilon_z=2/3.545-1/2.25=0.1197$ in that layer. Its normal index would be 2.89, larger by 0.69 than the in-plane value. With a weak contrast between the layers, a much smaller intrinsic anisotropy would suffice, because the birefringence caused by the layering falls as the square of the contrast.

### A negative permittivity

The proof of $\varepsilon_e\le\varepsilon_o$ used positivity once, in the sign of $N$; for both indices to be real, $\varepsilon_o$ and $\varepsilon_e$ must also be positive. Take $\varepsilon_1=4$, $\varepsilon_2=-1$ and $f=0.9$, an ideal lossless model of thin metal-like sheets in a dielectric. Then

$$\varepsilon_o=3.6-0.1=3.5,\qquad N=-0.9+0.4=-0.5,\qquad \varepsilon_e=\frac{-4}{-0.5}=8 .$$

Both effective permittivities are positive and $\varepsilon_e>\varepsilon_o$, so the medium is positive uniaxial. The reason lies in the normal field: $E_z=D_z/\varepsilon$ points backwards in the sheets, the mean field is reduced, and $D_z/\langle E_z\rangle$ grows. The full layer solution at $k_0P=0.005$ gave the same two permittivities within $10^{-3}$; at $k_0P=0.1985$ the value 8 becomes 8.08. Such a stack also carries a second in-plane p wave with $qk_0P\approx5$, which varies on the scale of the period and which the uniaxial medium does not describe. At $f=0.82$ and $k_0P=0.1985$ neither of these two p waves has a real $q$, although the formula gives $\varepsilon_e=40$. Near $N=0$ the formula diverges; $q$ then becomes large, and the assumption of a fixed $q$ while $k_0P\to0$ no longer covers the in-plane p wave.

### Weak absorption

Let the high-index material have the complex index $n_2+ik_2$ with $k_2=0.001$. To first order its permittivity changes by $2in_2k_2$. Varying the two averages gives

$$\delta\varepsilon_o=(1-f)\,\delta\varepsilon_2,\qquad \delta\varepsilon_e=(1-f)\frac{\varepsilon_e^2}{\varepsilon_2^2}\,\delta\varepsilon_2 ,$$

the second from $\delta\varepsilon_e/\varepsilon_e^2=(1-f)\,\delta\varepsilon_2/\varepsilon_2^2$. Dividing by $2n_o$ and $2n_e$ yields extinction indices of 0.00058 (ordinary) and 0.00025 (extraordinary). The extraordinary wave is absorbed less because its field avoids the high-permittivity layers. The birefringence itself changes by about $2\times10^{-7}$.

### The finite period in the bulk

For an s wave along the layers, $K=0$ and the field is periodic in $z$. Eliminating $h_x$ gives $E_y''=-k_0^2(\varepsilon-q^2)E_y$. Write $E_y=E_0+E_1(z)$, with $E_0$ constant and $E_1$ small and of zero mean. To leading order

$$E_1''=-k_0^2(\varepsilon-\varepsilon_o)E_0 .$$

The mean of $E_y''$ over a period is zero, so $\langle(\varepsilon-q^2)E_y\rangle=0$. This gives $q^2=\varepsilon_o+\langle(\varepsilon-\varepsilon_o)E_1\rangle/E_0$. Replacing $\varepsilon-\varepsilon_o$ by $-E_1''/(k_0^2E_0)$ and integrating by parts, where the boundary terms cancel by periodicity,

$$q^2=\varepsilon_o+\frac{\langle E_1'^2\rangle}{k_0^2E_0^2}.$$

The slope $E_1'$ is a triangular wave. In layer 1, $\varepsilon-\varepsilon_o=(1-f)(\varepsilon_1-\varepsilon_2)$ over a length $fP$, so the slope swings by $k_0^2E_0f(1-f)P|\varepsilon_1-\varepsilon_2|$ in total. A triangular wave of zero mean has a mean square of one twelfth of its total swing squared. Hence

$$q^2=\varepsilon_o+\frac{(k_0P)^2}{12}f^2(1-f)^2(\varepsilon_1-\varepsilon_2)^2 .$$

For the example the last term is 0.00138, which raises the index by $0.00138/(2\times1.883)=0.00037$. The full solution gives $1.883183-1.882817=0.00037$. The p index rises by nearly as much, from 1.75269 to 1.75303, so the birefringence moves by just $3\times10^{-5}$. Halving the period from 20 to 10 nm reduced both index shifts by a factor 4 within a tolerance of 0.2.

### The surfaces of a finite stack

A film of $m$ periods and thickness $L=mP$ has an error of a different kind. Let light enter through a layer of material 1 and leave the stack through one of material 2. With $a=k_0fPA_1$ and $b=k_0(1-f)PA_2$, one period carries the fields forward by

$$e^be^a=e^{-a/2}\,S\,e^{a/2},\qquad S=e^{a/2}e^be^{a/2}.$$

Here $S$ is a symmetric period, with half a layer of material 1 at each end. In the product of $m$ periods the inner factors cancel:

$$(e^be^a)^m=e^{-a/2}\,S^m\,e^{a/2}.$$

The plain stack is a symmetric stack in which half a layer, 5 nm here, has been moved from the back to the front.

Changing $P$ to $-P$ turns $S$ into its inverse, so $\ln S$ is odd in $P$. Its first term is $k_0P\bar A$, with $\bar A=fA_1+(1-f)A_2$, and the next is of order $P^3$. At fixed $L$, therefore, $S^m=E+O(P^2)$, where $E=e^{k_0L\bar A}$ is the matrix of the homogeneous uniaxial film. For the plain stack, expanding the outer factors gives

$$(e^be^a)^m=E+\tfrac12(Ea-aE)+O(P^2).$$

Since $\bar A^2=-K^2I$, we have $E=\cos\varphi\,I+(\sin\varphi/K)\bar A$, with $\varphi=Kk_0L$ the phase across the film. The unit matrix commutes with $a$, and $\bar Aa-a\bar A=k_0Pf(1-f)(A_2A_1-A_1A_2)$. The first-order error is thus

$$k_0P\,f(1-f)\,\frac{\sin\varphi}{2K}\,(g_1h_2-g_2h_1)\begin{pmatrix}1&0\\0&-1\end{pmatrix}.$$

For s the bracket is $\varepsilon_2-\varepsilon_1$. The reflection thus generally has an error of order $P$, larger than the bulk error. It vanishes to this order when $\sin\varphi=0$, as in a half-wave film, where the effects of the two surfaces cancel.

### What the ellipsometer reads

An ellipsometer measures $\rho=r_p/r_s=\tan\Psi\,e^{i\Delta}$, the ratio of the reflection amplitudes. Here $r_p$ refers to $h_y$, so $\rho=-1$ at normal incidence. With the time factor $e^{-i\omega t}$ used here, $\Delta$ has the opposite sign to the value quoted in the common instrument convention, which uses $e^{+i\omega t}$. The films lie on a lossless wafer of index 3.9 and are viewed from vacuum at 70 degrees to the normal. An extinction index of 0.02 in the wafer would shift $\Delta$ of the plain, uniaxial and isotropic films by 0.6 to 0.8 degrees and change the differences between them by less than 0.1 degrees. The isotropic film has index $n_o$ for both polarizations and the same thickness as the others.

| Film | $\Psi$, $\Delta$ at 200 nm (degrees) | $\Psi$, $\Delta$ at 100 nm (degrees) |
|---|---|---|
| plain stack | 10.72, −178.91 | 49.45, −3.11 |
| split-end stack | 10.72, −178.91 | 48.73, 7.04 |
| uniaxial film | 10.72, −178.93 | 49.07, 7.08 |
| isotropic film | 11.08, −159.73 | 50.52, 10.08 |

At 200 nm the uniaxial film reproduces $\Delta$ of the plain stack within 0.02 degrees, while ignoring the birefringence at fixed thickness shifts it by 19 degrees. This shift reveals the birefringence only if the thickness is known: $\Delta$ moves by about 3 degrees per nanometre here, and an isotropic film of index $n_o$ and thickness 194.3 nm matches $\Delta$ of the plain stack, and its $\Psi$ within 0.02 degrees. At 100 nm the order is reversed: the surface error in $\Delta$ is 10.2 degrees, and the effect of birefringence is 3.0 degrees. A uniaxial fit to the plain 100 nm stack therefore mixes the layer order into the fitted indices: at the true thickness, matching $\Psi$ and $\Delta$ gives $n_o=1.855$ and $n_e=1.611$. Splitting the first layer between the two ends brings $\Delta$ back within 0.05 degrees, though $\Psi$ still differs by 0.3 degrees, enough for the same fit to return $n_o=1.884$ and $n_e=1.740$.

The phases are one reason why the surface error is so much smaller at 200 nm than at 100 nm. Across 200 nm, $\varphi$ is $1.031\pi$ for s and $1.004\pi$ for p, so $\sin\varphi$ is small for both; across 100 nm the film is near a quarter wave and $|\sin\varphi|$ is near 1. For s light the strength of the reflection matters as well. Near a quarter wave the film acts as a partial antireflection coating: $|r_s|$ is 0.35 for the uniaxial film at 100 nm, against 0.83 at 200 nm, so an error of given size in $r_s$ changes $\rho$ by a larger fraction. For p light the comparison goes the other way, with $|r_p|$ equal to 0.405 at 100 nm and 0.158 at 200 nm. A further reason is a cancellation in the ratio: at 200 nm the magnitudes of $r_s$ and $r_p$ differ between the plain stack and the uniaxial film by 0.14% and 0.15%, in the same direction, so most of this change drops out of $\Psi$. For $\Delta$ the phases count. At 200 nm the layer order changes the phases of $r_s$ and $r_p$ by just 0.004 and 0.003 degrees, and the remaining 0.02 degrees in $\Delta$ is shared by the split-end stack, so it is not a first-order surface error. At 100 nm the phases of $r_s$ and $r_p$ of the plain stack differ from those of the uniaxial film by $+7.8$ and $-2.4$ degrees, in opposite directions, and add up to the 10.2 degrees. The orders were tested by dividing fixed thicknesses into 80 and then 160 periods. At 100 nm the error in $\rho$ fell by 2.002 for plain ends and by 4.000 for split ends. At the half-wave thickness of each polarization, the error of its own reflection amplitude fell by 4.000 with plain ends. At 200 nm the factor for $\rho$ was 2.658, between the two laws, as expected when a weak first-order term competes with a second-order one.

### Beside real coatings

Indices near 1.5 and 2.2 are rough typical values for low- and high-index transparent oxides in red light. Layers of 10 nm are far thinner than those of ordinary interference coatings: a quarter-wave pair of these materials would be about 105 and 72 nm thick, with $k_0P\approx1.8$, outside the long-wavelength regime. In fine stacks an interface of given width takes up a larger share of the period, so the assumption of sharp interfaces matters more. The assumed 2 nm grading moves the birefringence from $-0.130$ to $-0.114$. A transfer of 0.5 nm from the high- to the low-index layer, at fixed period, changes it only to $-0.129$ but lowers $n_o$ from 1.883 to 1.866. The permittivity of a very thin layer may also differ from that of the thick material, which is not modelled here. The numerical output below lists the values used.

## Table of computed values

```
random positive pairs tested: 150 [pure number]
wavelength: 633.0 [nm]
low index n1: 1.50 [pure number]
high index n2: 2.20 [pure number]
permittivity e1: 2.2500 [pure number]
permittivity e2: 4.8400 [pure number]
low-index layer thickness: 10.0 [nm]
high-index layer thickness: 10.0 [nm]
fraction f of low-index material: 0.500 [pure number]
k0 times period: 0.1985 [pure number]
eps_o: 3.54500 [pure number]
eps_e: 3.07193 [pure number]
eps_o - eps_e: 0.47307 [pure number]
n_o: 1.88282 [pure number]
n_e: 1.75269 [pure number]
birefringence n_e - n_o: -0.13012 [pure number]
fraction f at largest eps_o - eps_e: 0.40541 [pure number]
largest eps_o - eps_e: 0.49000 [pure number]
relative change of D_z over layer 1, q=1: 0.09728 [pure number]
relative change of E_x over layer 1, q=1: 0.12646 [pure number]
jump ratio of E_z, low/high layer: 2.1511 [pure number]
exact in-plane s index at this period: 1.88318 [pure number]
exact in-plane p index at this period: 1.75303 [pure number]
exact in-plane p minus s index: -0.13015 [pure number]
counterexample: e1 = 4.0, e2 = -1.0, f = 0.9 [pure numbers]
counterexample eps_o: 3.500 [pure number]
counterexample eps_e: 8.000 [pure number]
substrate index: 3.9 [pure number]
angle of incidence: 70.0 [degree]
200 nm, actual stack: Psi = 10.724, Delta = -178.908 [degree]
200 nm, split-end stack: Psi = 10.723, Delta = -178.907 [degree]
200 nm, uniaxial film: Psi = 10.723, Delta = -178.926 [degree]
200 nm, isotropic film n_o: Psi = 11.082, Delta = -159.731 [degree]
100 nm, actual stack: Psi = 49.454, Delta = -3.109 [degree]
100 nm, split-end stack: Psi = 48.732, Delta = 7.036 [degree]
100 nm, uniaxial film: Psi = 49.067, Delta = 7.080 [degree]
100 nm, isotropic film n_o: Psi = 50.516, Delta = 10.080 [degree]
phase across 200 nm film: s 1.0310, p 1.0043 [pi rad]
error ratio on halving period, 100 nm, plain: 2.002 [pure number]
error ratio on halving period, 100 nm, split: 4.000 [pure number]
error ratio on halving period, 200 nm, plain: 2.658 [pure number]
error ratio at exact half wave, plain: s 4.000, p 4.000 [pure numbers]
graded interface width: 2.0 [nm]
birefringence with graded interfaces: -0.11384 [pure number]
thickness error (low +, high -): 0.5 [nm]
n_o with thickness error: 1.86554 [pure number]
birefringence with thickness error: -0.12864 [pure number]
assumed intrinsic n_z - n_x, high layer: 0.020 [pure number]
birefringence with intrinsic part: -0.12511 [pure number]
intrinsic n_z - n_x that cancels all: 0.6900 [pure number]
assumed extinction index, high layer: 0.0010 [pure number]
ordinary extinction index: 0.000584 [pure number]
extraordinary extinction index: 0.000253 [pure number]
birefringence change from absorption x 1e6: 0.160 [pure number]
```
